# Second-harmonic response from real-time Berry-phase dynamics: algorithm and errors: a program that tests the result

```python
"""Real-time Berry-phase dynamics and second-harmonic response of a chain.

Result under test: the occupied cell-periodic states u_k obey
    i du_k/dt = [H_k + E (w_k + w_k^dagger)] u_k,
    w_k = i/(2 dk) (dual_plus - dual_minus) u_k^dagger,
where dual_plus/minus are neighbour states times the inverse overlap matrix.
This flow is gauge covariant and norm conserving, and the Fourier component of
P = -2 Phi/(2 pi) at twice the drive frequency gives chi2.
Symbols: E field, Phi Berry phase, P dipole per length, dk mesh spacing.
Hartree atomic units; electron charge -1; two electrons per filled band.
Convention: P = chi1 E + chi2 E^2 in the static limit.
States are stored as arrays (..., k point, orbital, occupied band).
"""
import numpy as np
from scipy.constants import physical_constants

CELL = 12.0
SITES = CELL * np.arange(4) / 4
ONSITE = np.array([-0.12, 0.10, -0.08, 0.10])
POLAR = np.array([0.08, 0.05, 0.08, 0.05])
SYMMETRIC = np.full(4, 0.065)
FILLED = 2
SPIN = 2.0
IDENTITY = np.eye(4)


def dagger(matrix):
    return np.conj(np.swapaxes(matrix, -1, -2))


def mesh(number):
    return 2 * np.pi * np.arange(number) / (number * CELL)


def bloch_matrix(k_points, hoppings, order=0):
    """k derivative of the Hamiltonian, with full hop distances, in the
    frame where the orbital phases carry only the lattice vector."""
    result = np.zeros((len(k_points), 4, 4), complex)
    if order == 0:
        result[:, range(4), range(4)] = ONSITE
    for i in range(4):
        j = (i + 1) % 4
        lattice_shift = CELL if i == 3 else 0.0
        distance = lattice_shift + SITES[j] - SITES[i]
        element = hoppings[i] * np.exp(1j * k_points * lattice_shift)
        element = element * (1j * distance) ** order
        result[:, i, j] += element
        result[:, j, i] += element.conj()
    return result


def neighbours(states):
    number = states.shape[-3]
    link = np.exp(-2j * np.pi * SITES / (number * CELL))[:, None]
    plus = link * np.roll(states, -1, axis=-3)
    minus = link.conj() * np.roll(states, 1, axis=-3)
    return plus, minus


def dual_states(states):
    plus, minus = neighbours(states)
    inverse = np.linalg.inv(dagger(states) @ plus)
    inverse_minus = dagger(np.roll(inverse, 1, axis=-3))
    return plus @ inverse, minus @ inverse_minus


def one_sided_operator(states):
    plus, minus = dual_states(states)
    spacing = 2 * np.pi / (states.shape[-3] * CELL)
    return 0.5j / spacing * (plus - minus) @ dagger(states)


def field_operator(states, hermitian=True):
    operator = one_sided_operator(states)
    return operator + dagger(operator) if hermitian else operator


def link_product(states):
    plus, _ = neighbours(states)
    determinants = np.linalg.det(dagger(states) @ plus)
    return np.prod(determinants / abs(determinants), axis=-1)


def phase_change(states, initial_product):
    return -np.angle(link_product(states) * np.conj(initial_product))


def cayley(generator, states, dt):
    half = 0.5j * dt * generator
    return np.linalg.solve(IDENTITY + half, states - half @ states)


def advance(h, states, field_now, field_mid, dt, hermitian=True):
    start = h + field_now * field_operator(states, hermitian)
    middle = cayley(start, states, dt / 2)
    centre = h + field_mid * field_operator(middle, hermitian)
    return cayley(centre, states, dt)


def norm_defect(states):
    return np.max(abs(dagger(states) @ states - np.eye(FILLED)))


def ground_states(h):
    return np.linalg.eigh(h)[1][..., :FILLED]


# ---------- Field operator as the derivative of the Berry phase ----------
rng = np.random.default_rng(7)


def random_gauge(number):
    raw = rng.normal(size=(number, 2, 2)) + 1j * rng.normal(size=(number, 2, 2))
    return np.linalg.qr(raw)[0]


h12 = bloch_matrix(mesh(12), POLAR)
ground12 = ground_states(h12)
trial = ground12 @ random_gauge(12)
change = rng.normal(size=trial.shape) + 1j * rng.normal(size=trial.shape)
product0 = link_product(trial)
eps = 1e-5
numeric_slope = (phase_change(trial + eps * change, product0)
                 - phase_change(trial - eps * change, product0)) / (2 * eps)
dual_p, dual_m = dual_states(trial)
formula_slope = 2 * np.real(np.sum(change.conj() * 0.5j * (dual_p - dual_m)))
assert abs(numeric_slope - formula_slope) < 1e-5 * max(1, abs(formula_slope))
adjoint_action = np.max(abs(dagger(one_sided_operator(trial)) @ trial))
assert adjoint_action < 1e-11


# ---------- Continuum limit of the occupied-to-empty elements ----------
def interband_error(number):
    k_points = mesh(number)
    energy, vectors = np.linalg.eigh(bloch_matrix(k_points, POLAR))
    filled, empty = vectors[..., :FILLED], vectors[..., FILLED:]
    slope = dagger(empty) @ bloch_matrix(k_points, POLAR, 1) @ filled
    gaps = energy[:, None, :FILLED] - energy[:, FILLED:, None]
    discrete = dagger(empty) @ one_sided_operator(filled) @ filled
    return np.max(abs(discrete - 1j * slope / gaps))


limit_errors = [interband_error(n) for n in (48, 96)]
limit_ratio = limit_errors[0] / limit_errors[1]
assert 3.6 < limit_ratio < 4.4


# ---------- Static field: gauge, norm, energy and time order ----------
STATIC_FIELD = 0.002
DURATION = 80.0


def static_run(states, dt, hermitian=True):
    initial = link_product(states)
    band, total = [], []
    for step in range(int(round(DURATION / dt)) + 1):
        if step:
            states = advance(h12, states, STATIC_FIELD, STATIC_FIELD,
                             dt, hermitian)
        energy = SPIN * np.real(np.sum(states.conj() * (h12 @ states))) / 12
        phase = phase_change(states, initial)
        band.append(energy)
        total.append(energy + SPIN * STATIC_FIELD * CELL * phase / (2 * np.pi))
    return states, np.array(band), np.array(total)


gauge = random_gauge(12)
plain, _, _ = static_run(ground12, 0.4)
rotated, _, _ = static_run(ground12 @ gauge, 0.4)
gauge_error = np.max(abs(rotated - plain @ gauge))
assert gauge_error < 1e-10
static_norm = norm_defect(plain)
one_sided_final, _, _ = static_run(ground12, 0.4, hermitian=False)
one_sided_norm = norm_defect(one_sided_final)
assert static_norm < 1e-11
assert one_sided_norm > 1e3 * static_norm

coarse, _, _ = static_run(ground12, 0.8)
fine, band_energy, total_energy = static_run(ground12, 0.2)
projectors = [s @ dagger(s) for s in (coarse, plain, fine)]
time_ratio = (np.linalg.norm(projectors[0] - projectors[1])
              / np.linalg.norm(projectors[1] - projectors[2]))
assert 3.5 < time_ratio < 4.5
energy_exchange = np.max(abs(band_energy - band_energy[0]))
energy_drift = np.max(abs(total_energy - total_energy[0]))
assert energy_drift < 0.01 * energy_exchange


# ---------- Harmonic response from real-time propagation ----------
OMEGA, OMEGA_LOW, AMPLITUDE = 0.05, 0.04, 1e-4
CASES = [(POLAR, OMEGA, AMPLITUDE), (POLAR, OMEGA, 2 * AMPLITUDE),
         (POLAR, OMEGA_LOW, AMPLITUDE), (SYMMETRIC, OMEGA, AMPLITUDE)]
RAMP_PERIODS = 4
WINDOW_PERIODS = 4


def harmonic_run(number, steps):
    """Return chi1, chi2 for all cases and the largest final norm defect."""
    h = np.array([bloch_matrix(mesh(number), c[0]) for c in CASES])
    omega = np.array([c[1] for c in CASES])
    amplitude = np.array([c[2] for c in CASES])
    dt = (2 * np.pi / (omega * steps))[:, None, None, None]
    states = ground_states(h)
    initial = link_product(states)

    def field(position):
        s = min(position / (RAMP_PERIODS * steps), 1.0)
        ramp = s**4 * (35 - 84 * s + 70 * s**2 - 20 * s**3)
        value = amplitude * ramp * np.cos(2 * np.pi * position / steps)
        return value[:, None, None, None]

    record = []
    for j in range((RAMP_PERIODS + WINDOW_PERIODS) * steps):
        if j >= RAMP_PERIODS * steps:
            record.append(-SPIN * phase_change(states, initial) / (2 * np.pi))
        states = advance(h, states, field(j), field(j + 0.5), dt)
    record = np.array(record)
    samples = np.arange(len(record))
    hann = 1 - np.cos(2 * np.pi * samples / len(record))

    def component(n):
        wave = hann * np.exp(2j * np.pi * n * samples / steps)
        return wave @ record / len(record)

    return (component(1) / (amplitude / 2),
            component(2) / (amplitude / 2) ** 2, norm_defect(states))


STEPS = 160
runs = {n: harmonic_run(n, STEPS) for n in (12, 24, 48)}
fine_time = harmonic_run(12, 2 * STEPS)
drive_norm = max(run[2] for run in runs.values())
assert drive_norm < 1e-10


def extrapolate(index):
    mesh_part = (runs[48][index] - runs[24][index]) / 3
    time_part = 4 * (fine_time[index] - runs[12][index]) / 3
    return runs[48][index] + mesh_part + time_part


chi1, chi2 = extrapolate(0), extrapolate(1)
mesh_ratio = np.real((runs[12][1][0] - runs[24][1][0])
                     / (runs[24][1][0] - runs[48][1][0]))
assert 3.2 < mesh_ratio < 4.8


# ---------- Independent density-matrix response with shifted momentum ----------
def reference_response(omega, hoppings, number=240):
    k_points = mesh(number)
    energy, vectors = np.linalg.eigh(bloch_matrix(k_points, hoppings))
    d1, d2, d3 = [dagger(vectors) @ bloch_matrix(k_points, hoppings, n)
                  @ vectors for n in (1, 2, 3)]
    difference = energy[:, :, None] - energy[:, None, :]
    rho0 = np.diag([1.0, 1.0, 0.0, 0.0]).astype(complex)
    shift = 1 / (1j * omega)

    def commutator(a, b):
        return a @ b - b @ a

    def trace_mean(a, b):
        return np.sum(a * np.swapaxes(b, -1, -2)) / number

    rho1 = shift * commutator(d1, rho0) / (omega - difference)
    source = shift * commutator(d1, rho1)
    source = source + shift**2 / 2 * commutator(d2, rho0)
    rho2 = source / (2 * omega - difference)
    current1 = trace_mean(rho1, d1) + shift * trace_mean(rho0, d2)
    current2 = (trace_mean(rho2, d1) + shift * trace_mean(rho1, d2)
                + shift**2 / 2 * trace_mean(rho0, d3))
    prefactor = -SPIN / CELL
    return (prefactor * current1 / (-1j * omega),
            prefactor * current2 / (-2j * omega))


ref1, ref2 = reference_response(OMEGA, POLAR)
_, ref2_low = reference_response(OMEGA_LOW, POLAR)
_, ref2_static = reference_response(0.005, POLAR)
error1 = abs(chi1[0] / ref1 - 1)
error2 = abs(chi2[0] / ref2 - 1)
error2_low = abs(chi2[2] / ref2_low - 1)
field_change = abs(chi2[1] / chi2[0] - 1)
symmetry_ratio = abs(chi2[3] / chi2[0])

energies = np.linalg.eigvalsh(bloch_matrix(mesh(240), POLAR))
gap = energies[:, FILLED].min() - energies[:, FILLED - 1].max()
direct_gap = np.min(energies[:, FILLED] - energies[:, FILLED - 1])
AREA = 50.0
field_unit = physical_constants["atomic unit of electric field"][0]
chi2_si = 4 * np.pi * chi2[0].real / AREA / field_unit * 1e12

print(f"cell length: {CELL:.1f} bohr")
print("on-site energies:", ONSITE, "Ha")
print("polar hoppings:", POLAR, "Ha")
print(f"symmetric hopping: {SYMMETRIC[0]:.3f} Ha")
print(f"band gap: {gap:.5f} Ha")
print(f"smallest direct gap: {direct_gap:.5f} Ha")
print(f"Berry slope, finite difference: {numeric_slope:.7f} (no unit)")
print(f"Berry slope, dual states: {formula_slope:.7f} (no unit)")
print(f"largest |w^dagger u|: {adjoint_action:.1e} bohr")
print(f"interband error, N=48: {limit_errors[0]:.3e} bohr")
print(f"interband error, N=96: {limit_errors[1]:.3e} bohr")
print(f"interband error ratio: {limit_ratio:.3f}")
print(f"static test field: {STATIC_FIELD:.4f} a.u.")
print(f"static test duration: {DURATION:.1f} a.u.")
print(f"gauge covariance error: {gauge_error:.1e}")
print(f"norm defect, Hermitian operator: {static_norm:.1e}")
print(f"norm defect, one-sided operator: {one_sided_norm:.1e}")
print(f"time-step error ratio: {time_ratio:.3f}")
print(f"largest band-energy change: {energy_exchange:.3e} Ha/cell")
print(f"largest total-energy drift: {energy_drift:.3e} Ha/cell")
print(f"drive frequency: {OMEGA:.3f} Ha")
print(f"drive amplitude: {AMPLITUDE:.1e} a.u.")
print(f"ramp, window: {RAMP_PERIODS}, {WINDOW_PERIODS} periods")
print(f"steps per period: {STEPS}")
print(f"time step: {2 * np.pi / OMEGA / STEPS:.4f} a.u.")
print(f"norm defect under drive: {drive_norm:.1e}")
for n in (12, 24, 48):
    print(f"raw chi2, N={n}: {runs[n][1][0].real:.4f} a.u.")
print(f"raw chi2, N=12, half step: {fine_time[1][0].real:.4f} a.u.")
print(f"mesh difference ratio: {mesh_ratio:.3f}")
print(f"chi1, real time: {chi1[0].real:.5f} a.u.")
print(f"chi1, density matrix: {ref1.real:.5f} a.u.")
print(f"chi1 relative difference: {error1:.1e}")
print(f"chi2, real time: {chi2[0].real:.4f} a.u.")
print(f"chi2 imaginary part: {chi2[0].imag:.1e} a.u.")
print(f"chi2, density matrix: {ref2.real:.4f} a.u.")
print(f"chi2 relative difference: {error2:.1e}")
print(f"chi2 at {OMEGA_LOW:.3f} Ha, real time: {chi2[2].real:.4f} a.u.")
print(f"chi2 at {OMEGA_LOW:.3f} Ha, reference: {ref2_low.real:.4f} a.u.")
print(f"chi2 at 0.005 Ha, reference: {ref2_static.real:.4f} a.u.")
print(f"chi2 change on doubling field: {field_change:.1e}")
print(f"symmetric/polar |chi2| ratio: {symmetry_ratio:.1e}")
print(f"area per chain: {AREA:.1f} bohr^2")
print(f"bulk chi2 of chain array: {chi2_si:.3f} pm/V")

assert error1 < 2e-3
assert error2 < 3e-3
assert error2_low < 3e-3
assert field_change < 5e-3
assert symmetry_ratio < 1e-4
assert 2 * OMEGA < direct_gap
print("success")
```

It prints:

```
cell length: 12.0 bohr
on-site energies: [-0.12  0.1  -0.08  0.1 ] Ha
polar hoppings: [0.08 0.05 0.08 0.05] Ha
symmetric hopping: 0.065 Ha
band gap: 0.20419 Ha
smallest direct gap: 0.20419 Ha
Berry slope, finite difference: 0.3268545 (no unit)
Berry slope, dual states: 0.3268545 (no unit)
largest |w^dagger u|: 5.7e-15 bohr
interband error, N=48: 1.013e-03 bohr
interband error, N=96: 2.534e-04 bohr
interband error ratio: 3.997
static test field: 0.0020 a.u.
static test duration: 80.0 a.u.
gauge covariance error: 2.7e-15
norm defect, Hermitian operator: 8.3e-15
norm defect, one-sided operator: 6.4e-08
time-step error ratio: 3.994
largest band-energy change: 3.133e-04 Ha/cell
largest total-energy drift: 1.007e-09 Ha/cell
drive frequency: 0.050 Ha
drive amplitude: 1.0e-04 a.u.
ramp, window: 4, 4 periods
steps per period: 160
time step: 0.7854 a.u.
norm defect under drive: 2.6e-14
raw chi2, N=12: -26.4618 a.u.
raw chi2, N=24: -26.7029 a.u.
raw chi2, N=48: -26.7654 a.u.
raw chi2, N=12, half step: -26.4688 a.u.
mesh difference ratio: 3.857
chi1, real time: 3.65363 a.u.
chi1, density matrix: 3.65361 a.u.
chi1 relative difference: 4.2e-06
chi2, real time: -26.7955 a.u.
chi2 imaginary part: 4.8e-05 a.u.
chi2, density matrix: -26.7954 a.u.
chi2 relative difference: 6.1e-06
chi2 at 0.040 Ha, real time: -24.2696 a.u.
chi2 at 0.040 Ha, reference: -24.2697 a.u.
chi2 at 0.005 Ha, reference: -20.7674 a.u.
chi2 change on doubling field: 6.2e-05
symmetric/polar |chi2| ratio: 1.7e-05
area per chain: 50.0 bohr^2
bulk chi2 of chain array: -13.096 pm/V
success
```
